# Electron wind against stress backflow: the Blech product of a metal line

A straight metal line of length $L$ and constant cross-section $A$ carries a steady current. Its electrons enter at the cathode end $x=0$ and leave at the anode end $x=L$. They push metal atoms along with them, which is electromigration. Both ends are blocking: electrons pass, but atoms do not. Atoms therefore pile up near one end and are missed near the other, and the resulting stress drives them back. The problem is to find when this backflow can hold the wind in check before the line is damaged.

Temperature $T$, resistivity $\rho$, atomic volume $\Omega$ and effective elastic modulus $B$ are uniform. The line starts at uniform stress $\sigma_0$. Stress $\sigma$ is counted positive in tension, and $j>0$ is the magnitude of the current density. SI units are used.

## (a) What force does the current exert on an atom?

*The total force on an atom in a field $E_x$ is written $F=Z^*eE_x$, where $e>0$ is the elementary charge. The effective charge number $Z^*$ is negative when the electron wind dominates. Find the size and direction of $F$.*

**Solution.** The number $Z^*$ combines two effects: the direct pull of the field on the ion, and the momentum that scattered electrons hand to the atom. Electrons move along $+x$, so the conventional current runs along $-x$, and Ohm's law gives

$$E_x=\rho j_x=-\rho j .$$

With $Z^*=-|Z^*|$ the two minus signs cancel:

$$F=(-|Z^*|)\,e\,(-\rho j)=|Z^*|e\rho j>0 .$$

The force points along $+x$, with the electrons, towards the anode.

## (b) How does stress change the chemical potential?

*An element of the line has volume $V$. When $n$ extra atoms settle in it, the rigid surroundings keep it from expanding freely. Find the change in its elastic energy per added atom.*

**Solution.** The extra atoms need a volume $n\Omega$, a fraction $n\Omega/V$ of the element. Since this expansion is suppressed, the stress moves towards compression. In linear elasticity

$$\sigma=\sigma_0-B\,\frac{n\Omega}{V},$$

where $B$ includes the stiffness of the surroundings. The elastic energy is $W=V\sigma^2/(2B)$. By the chain rule,

$$\frac{dW}{dn}=\frac{V\sigma}{B}\,\frac{d\sigma}{dn}
=\frac{V\sigma}{B}\left(-\frac{B\Omega}{V}\right)=-\Omega\sigma .$$

The chemical potential is therefore

$$\mu=\mu_0-\Omega\sigma ,$$

where $\mu_0$ is the same all along the line. An atom lowers the energy by joining a region in tension and raises it by joining one in compression. The force from a stress gradient is

$$-\frac{d\mu}{dx}=\Omega\frac{d\sigma}{dx},$$

which points towards greater tension. The result requires $|\sigma|\ll B$, so that the response is linear and $\Omega$ hardly changes.

## (c) What atomic flux follows from the two forces?

*Let an atom make hops of length $a$. Without a force, the rate is $\Gamma$ in each direction. A force $f$ multiplies the forward rate by $e^{fa/2kT}$ and the backward rate by $e^{-fa/2kT}$. Find the drift velocity for a weak force, and then the flux.*

**Solution.** Without a force there are $2\Gamma t$ hops on average in time $t$. Their directions are independent, so the mean square displacement is $2\Gamma a^2t$. In one dimension it is also $2Dt$, which gives $D=\Gamma a^2$. With the force, the mean velocity is

$$v=a\Gamma\left(e^{fa/2kT}-e^{-fa/2kT}\right)=2a\Gamma\sinh\frac{fa}{2kT}.$$

For $fa\ll kT$ the hyperbolic sine equals its argument to leading order:

$$v\simeq 2a\Gamma\,\frac{fa}{2kT}=\frac{\Gamma a^2f}{kT}=\frac{Df}{kT}.$$

Here $D=\Gamma a^2$ is an effective diffusivity, averaged over all atoms of the cross-section. Independent hop directions are an idealization. When atoms move by exchange with vacancies, successive hops of one atom are correlated. The mean square displacement then shrinks by a correlation factor, about 0.65 on a simple cubic lattice, while the drift does not. A tracer diffusivity must be divided by that factor before it is used as $D$. This affects time scales but not the steady state found below. If they move along several kinds of path, such as grain boundaries and surfaces, the model assumes the same $Z^*$ for all of them. There are $1/\Omega$ atoms per unit volume, so the flux is $J=v/\Omega$. The force $f$ is the sum of the wind force and the stress force:

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

A stress that falls towards the anode makes the second term negative. This is the backflow.

## (d) What stress profile balances the wind?

*Use conservation of atoms and the blocking ends to find the steady stress, including the values at both ends. Allow $D$ to vary along the line.*

**Solution.** An element between $x$ and $x+dx$ has $V=A\,dx$. It gains atoms at the rate

$$\frac{\partial n}{\partial t}=A\,[J(x)-J(x+dx)]=-V\frac{\partial J}{\partial x}.$$

Putting this into the time derivative of $\sigma=\sigma_0-B\Omega n/V$ gives

$$\frac{\partial\sigma}{\partial t}=-\frac{B\Omega}{V}\frac{\partial n}{\partial t}=B\Omega\,\frac{\partial J}{\partial x}.$$

In a steady state the left side is zero, so $J$ is the same everywhere. It is zero at the ends, hence zero throughout. Since $D>0$, the bracket in the flux must vanish:

$$\frac{d\sigma}{dx}=-G,\qquad G=\frac{F}{\Omega}=\frac{|Z^*|e\rho j}{\Omega}.$$

Both $D$ and $kT$ have dropped out, even where $D$ depends on $x$. Integration from $0$ to $L$ gives the stress difference

$$\Delta\sigma=\sigma(0)-\sigma(L)=GL=\frac{|Z^*|e\rho jL}{\Omega}.$$

The blocking ends also fix the level of the profile. The total number of extra atoms remains zero, so the mean stress remains $\sigma_0$. A straight profile has its mean value at the midpoint, and therefore

$$\sigma(x)=\sigma_0+G\left(\frac L2-x\right),\qquad
\sigma(0)=\sigma_0+\frac{GL}{2},\qquad
\sigma(L)=\sigma_0-\frac{GL}{2}.$$

The cathode end goes towards tension and the anode end towards compression. If there is no current, $G=0$ and the initial stress remains.

## (e) Which lines can reach this balance undamaged?

*The metal bears tension up to $\sigma_t$, beyond which a void forms, and compression up to the magnitude $\sigma_c$, beyond which metal is squeezed out. The starting stress lies between these limits. Find the largest allowable stress difference and the corresponding limit on $jL$.*

**Solution.** The steady state must satisfy one condition at each end:

$$\sigma_0+\frac{GL}{2}\le\sigma_t,\qquad \sigma_0-\frac{GL}{2}\ge-\sigma_c .$$

Solving each for $GL$ gives

$$GL\le2(\sigma_t-\sigma_0),\qquad GL\le2(\sigma_c+\sigma_0).$$

Both must hold, so the smaller bound decides:

$$\Delta\sigma_a=2\min(\sigma_t-\sigma_0,\ \sigma_c+\sigma_0).$$

Now insert $GL=|Z^*|e\rho jL/\Omega$ into $GL\le\Delta\sigma_a$. Multiplying by $\Omega$ and dividing by the positive quantity $|Z^*|e\rho$ gives

$$\boxed{\,jL\le(jL)_c=\frac{\Omega\,\Delta\sigma_a}{|Z^*|e\rho}\,}$$

This is the Blech product. Its unit is $\mathrm{m^3\,Pa/(C\,\Omega\,m)}$, where this $\Omega$ in the denominator is the ohm. The numerator is $\mathrm{m^3\,Pa=J}$, and $\mathrm{C\,\Omega=V\,s}$, so the unit becomes $\mathrm{J/(V\,s\,m)=A/m}$, as required for current density times length.

The allowable difference is in general not $\sigma_t+\sigma_c$. The two margins $\sigma_t-\sigma_0$ and $\sigma_c+\sigma_0$ add up to that sum, and twice the smaller equals their sum when they are equal, at $\sigma_0=(\sigma_t-\sigma_c)/2$. For any other starting stress, one end reaches its limit while the other still has a margin.

If $Z^*$ were positive, $F$ would point along $-x$ and the ends would exchange roles. The same two conditions would result, so the formula with $|Z^*|$ would still hold.

## (f) Could the stress overshoot before balance is reached?

*A safe final state is not enough if the stress is greater on the way. Show that no point of the line ever passes beyond the range of the final end stresses. Let $D$ vary with $x$, but not with stress or time.*

**Solution.** First consider the sign of the flux. Differentiate $J$ with respect to time, with $F$ constant, and insert the conservation law:

$$\frac{\partial J}{\partial t}=\frac{D}{kT}\frac{\partial}{\partial x}\frac{\partial\sigma}{\partial t}
=\frac{DB\Omega}{kT}\frac{\partial^2J}{\partial x^2}.$$

At the start the stress is uniform, so $J=DF/(\Omega kT)>0$ inside the line, while $J=0$ at the ends. A negative minimum could lie only in the interior. There the curvature is not negative, so $\partial J/\partial t\ge0$ and the minimum cannot sink. Hence $J\ge0$ at all times. By the flux law this also means

$$\frac{\partial\sigma}{\partial x}\ge-G .$$

Now take the part of the line from $x$ to $L$. Atoms can enter it at $x$, since $J\ge0$, and none leave at $L$. Its mean stress $\bar\sigma$ therefore never exceeds $\sigma_0$. The bound on the slope gives $\sigma(x')\ge\sigma(x)-G(x'-x)$ for $x'>x$. The average of $x'-x$ over this part is $(L-x)/2$, so

$$\sigma_0\ge\bar\sigma\ge\sigma(x,t)-\frac{G(L-x)}{2}
\quad\Rightarrow\quad
\sigma(x,t)\le\sigma_0+\frac{G(L-x)}{2}.$$

The part from $0$ to $x$ can lose atoms but not gain them, so its mean stress is at least $\sigma_0$. There $\sigma(x')\le\sigma(x)+G(x-x')$, whose average gives

$$\sigma_0\le\sigma(x,t)+\frac{Gx}{2}
\quad\Rightarrow\quad
\sigma(x,t)\ge\sigma_0-\frac{Gx}{2}.$$

The upper bound is greatest at $x=0$, where it equals the final cathode stress. The lower bound is least at $x=L$, where it equals the final anode stress. The steady criterion of part (e) thus covers the whole history. The argument uses the uniform starting stress; a line with built-in stress peaks needs its own analysis.

Both bounds were tested by following the stress in time in lines whose diffusivity changed irregularly from section to section, within a range of a factor of 100. They held, and the final profile was the straight one of part (d).

## (g) What do the formulas give for a definite line?

*Take the round model values $\Omega=1.2\times10^{-29}\ \mathrm{m^3}$, $Z^*=-2$, $\rho=3\times10^{-8}\ \Omega\,\mathrm m$, $\sigma_t=200$ MPa, $\sigma_c=300$ MPa and $j=2\times10^{10}\ \mathrm{A/m^2}$. Find the critical length for $\sigma_0=0$, judge lines of 20 and 40 µm, and examine the effect of starting stress.*

**Solution.** The field has magnitude $\rho j=600$ V/m, so

$$F=2\,(1.602\times10^{-19}\ \mathrm C)(600\ \mathrm{V/m})=1.92\times10^{-16}\ \mathrm N,$$

$$G=\frac{1.92\times10^{-16}\ \mathrm N}{1.2\times10^{-29}\ \mathrm{m^3}}=1.60\times10^{13}\ \mathrm{Pa/m}.$$

At $T=600$ K, with a hop length $a=\Omega^{1/3}$, the ratio $Fa/(kT)$ is $5.3\times10^{-6}$. This counts only the wind, but the total force is bounded too. Applied to a maximum, the argument of part (f) shows that $J$ never exceeds its greatest starting value. The total force therefore never exceeds $F$ times the ratio of the greatest to the least $D$ in the line. Even if that ratio is 100, the total force times $a/(kT)$ stays below $10^{-3}$, so the weak-force step in part (c) is justified.

For $\sigma_0=0$ the allowable difference is $2\min(200,300)=400$ MPa. The Blech product is

$$(jL)_c=\frac{(1.2\times10^{-29})(4.00\times10^{8})}{2\,(1.602\times10^{-19})(3\times10^{-8})}\ \mathrm{A/m}
=4.99\times10^{5}\ \mathrm{A/m},$$

or about 4990 A/cm. At the chosen current density the critical length is

$$L_c=\frac{4.99\times10^{5}\ \mathrm{A/m}}{2\times10^{10}\ \mathrm{A/m^2}}=25.0\ \text{µm}.$$

For the 20 µm line, $GL=320$ MPa, and the ends settle at $+160$ and $-160$ MPa. Both values are within the limits, so the line survives. For the 40 µm line, $GL=641$ MPa, and balance would need $+320$ and $-320$ MPa. Both limits would be exceeded, so damage comes before balance. From then on the solution for an intact, blocked line no longer applies.

Starting stress shifts the threshold:

| $\sigma_0$ (MPa) | $\Delta\sigma_a$ (MPa) | $(jL)_c$ (A/m) |
|---:|---:|---:|
| $-50$ | 500 | $6.24\times10^5$ |
| 0 | 400 | $4.99\times10^5$ |
| 60 | 280 | $3.50\times10^5$ |

An initial tension of 60 MPa uses up part of the tensile margin and lowers the product by 30 % relative to the stress-free start. At $-50$ MPa both margins are 250 MPa, and the full sum $\sigma_t+\sigma_c$ is available.

These thresholds were also tested without the flux law or the formula for $\mu$. The sum of elastic energy and wind potential was minimized over all transfers of atoms within the line, and the current was raised until one end reached its limit. Lines of 10 and 40 µm gave the same product, in agreement with the formula.

## (h) What does the diffusivity decide?

*For the 20 µm line with $\sigma_0=0$, take $B=10^{11}$ Pa, $T=600$ K and $D=10^{-16}\ \mathrm{m^2/s}$. Compare uniform $D$ with a line whose middle third has a tenfold smaller $D$.*

**Solution.** Integrating the conservation law numerically gives the cathode stress:

| Time (h) | Uniform $D$ (MPa) | Slow middle (MPa) |
|---:|---:|---:|
| 0.1 | 41 | 40 |
| 1 | 124 | 75 |
| 10 | 160 | 145 |
| 100 | 160 | 160 |

The slow section delays the balance but leaves the final stress unchanged, as part (d) requires. The table takes $D$ independent of stress. Here $\Omega\sigma/kT$ reaches 0.23, and a factor $e^{\Omega\sigma/kT}$ in $D$ would shift the entries by up to about 1 MPa, again without changing the final value. At 0.1 h the two cathode stresses differ by only about 2 % of the uniform-$D$ value. Since the lines differ only in the middle third, the slow section has hardly affected the cathode stress by then.

Now let $D$ be multiplied by the same factor everywhere. The flux, and with it $\partial\sigma/\partial t=B\Omega\,\partial J/\partial x$, is multiplied by that factor at any given stress profile. The line then passes through the same profiles at a different pace. Within this model, such a reduction of $D$ postpones damage in a line above the Blech product but does not make that line safe. Below the product, such an increase brings the line to its harmless balance sooner. A local change of $D$ alters the profiles on the way to balance, though not the final one, so this simple scaling does not apply to it.

The cancellation of $D$ and $kT$ does not make the product independent of temperature, since $\rho$, $Z^*$ and the stress limits may all depend on it. The result also rests on blocking ends. If atoms can pass through both ends, zero flux is no longer enforced, and a steady flow of metal may persist at any length. A void that is already present changes the condition at its surface, so the allowable difference must then be found anew.

## Table of computed values

```
atomic volume: 1.20e-29 m^3
effective charge number: -2.0
resistivity: 3.00e-08 ohm m
tensile limit: 200 MPa
compressive limit: 300 MPa
current density: 2.00e+10 A/m^2
modulus: 1.00e+11 Pa
temperature: 600 K
diffusivity: 1.00e-16 m^2/s
field magnitude: 600.0 V/m
wind force: 1.9226e-16 N
force*hop/(kT): 5.314e-06
drift velocity without backflow: 2.321e-12 m/s
stress gradient magnitude: 1.6022e+13 Pa/m
start stress 0 MPa:
  allowable difference: 400 MPa
  Blech product, formula: 4.9932e+05 A/m
  Blech product, search: 4.9932e+05 A/m
start stress 60 MPa:
  allowable difference: 280 MPa
  Blech product, formula: 3.4952e+05 A/m
  Blech product, search: 3.4952e+05 A/m
start stress -50 MPa:
  allowable difference: 500 MPa
  Blech product, formula: 6.2415e+05 A/m
  Blech product, search: 6.2415e+05 A/m
Blech product, zero start: 4993 A/cm
critical length, zero start: 24.97 um
line of 20 um: j*L = 4.00e+05 A/m
  stress difference: 320.4 MPa
  cathode stress: 160.2 MPa
  anode stress: -160.2 MPa
line of 40 um: j*L = 8.00e+05 A/m
  stress difference: 640.9 MPa
  cathode stress: 320.4 MPa
  anode stress: -320.4 MPa
cathode stress in 20 um line (uniform D; slow middle third):
  0.1 h: 41.3 MPa; 40.4 MPa
  1.0 h: 124.4 MPa; 75.4 MPa
  10.0 h: 160.2 MPa; 145.0 MPa
  100.0 h: 160.2 MPa; 160.2 MPa
```
